**Kramers-pair splitting of a vacancy orbital doublet**

The program tests $\Delta=\sqrt{L^2+4d^2}$, where $L$ is the spin-orbit splitting without distortion and $\pm d$ are the orbital energies due to static distortion alone. It asserts, by group averaging of random matrices, that time reversal and $C_{3v}$ leave a single spin-orbit term, and it compares the formula with diagonalization for random time-reversal-invariant matrices and for several distortion directions. A triangle of three orbitals must reproduce the formula when its singlet is remote. Further assertions cover the composition of the lower pair, the two limits, relaxation under one electron, the threshold for spontaneous distortion, the thermal variance and the spin splitting in a magnetic field. For $L=200$ meV and $d=75$ meV the output gives $\Delta=250$ meV. A captured electron raises this to 267 meV for a relaxation energy of 10 meV, and nuclear motion at 300 K spreads the instantaneous splitting of the empty doublet by 28 meV rms. With a singlet 1200 meV below or 500 meV above the doublet, the rule based on the undistorted splitting is off by about 1 and 6 meV. The material parameters are round assumed values.

## Numerical check

```python
# Result under test: a vacancy orbital doublet with spin-orbit splitting L and
# static distortion energies +d and -d has two Kramers pairs separated by
#     Delta = sqrt(L^2 + 4 d^2).
# Basis: real orbitals (x, y) times spin (up, down). tau acts on the orbitals,
# sigma on the spin. All energies are in meV unless a name says otherwise.
# R: energy gained by relaxation under one electron when L = 0 and there is
# no external distortion. hw: vibrational quantum of the distortion mode.
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize, brentq

one = np.eye(2, dtype=complex)
px = np.array([[0, 1], [1, 0]], dtype=complex)
py = np.array([[0, -1j], [1j, 0]])
pz = np.diag([1, -1]).astype(complex)
TX, TZ = np.kron(px, one), np.kron(pz, one)
SPIN = [np.kron(one, p) for p in (px, py, pz)]
TYS = [np.kron(py, p) for p in (px, py, pz)]
rng = np.random.default_rng(7)


def doublet(L, dz, dx=0.0):
    return 0.5 * L * TYS[2] + dz * TZ + dx * TX


def pair_gap(H):
    """Separation of the two pairs, from diagonalization."""
    e = np.linalg.eigvalsh(H)
    return 0.5 * (e[2] + e[3] - e[0] - e[1])


def rule(L, d):
    return np.sqrt(L**2 + 4 * d**2)


def random_hermitian():
    a = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
    return a + a.conj().T


def time_reversal_average(H):
    return 0.5 * (H + SPIN[1] @ H.conj() @ SPIN[1])


def coefficient(H, op):
    return np.trace(H @ op).real / 4


# --- Symmetry: which terms survive time reversal and the group C3v ---
angle = 2 * np.pi / 3
rot_orb = np.array([[np.cos(angle), -np.sin(angle)],
                    [np.sin(angle), np.cos(angle)]])
rot_spin = np.diag([np.exp(-0.5j * angle), np.exp(0.5j * angle)])
C3 = np.kron(rot_orb, rot_spin)
MIRROR = np.kron(pz, -1j * py)          # mirror y -> -y
group = [np.linalg.matrix_power(C3, k) @ np.linalg.matrix_power(MIRROR, m)
         for k in range(3) for m in range(2)]
for _ in range(5):
    H = time_reversal_average(random_hermitian())
    sym = sum(g @ H @ g.conj().T for g in group) / 6
    c0, cso = coefficient(sym, np.eye(4)), coefficient(sym, TYS[2])
    assert np.allclose(sym, c0 * np.eye(4) + cso * TYS[2], atol=1e-12)
    assert abs(cso) > 1e-6
    # Low symmetry: only time reversal is kept, spin axis free to tilt.
    e = np.linalg.eigvalsh(H)
    assert abs(e[1] - e[0]) < 1e-10 and abs(e[3] - e[2]) < 1e-10
    so_vector = 2 * np.array([coefficient(H, op) for op in TYS])
    d_any = np.hypot(coefficient(H, TX), coefficient(H, TZ))
    assert abs(pair_gap(H) - rule(np.linalg.norm(so_vector), d_any)) < 1e-10

# --- Worked example: rough, round parameters ---
L = 200.0
strain = 0.025
coupling_eV = 3.0
d = 1e3 * coupling_eV * strain
R, hw, T = 10.0, 30.0, 300.0
kT = 1e3 * const.k * T / const.e
H0 = doublet(L, d)
levels, vecs = np.linalg.eigh(H0)
gap = pair_gap(H0)
for phi in (0.0, 0.4, 1.3, 2.9):
    H = doublet(L, d * np.cos(phi), d * np.sin(phi))
    assert abs(pair_gap(H) - rule(L, d)) < 1e-9
lower = vecs[:, :2]


def lower_mean(op):
    return np.trace(lower.conj().T @ op @ lower).real / 2


so_mean, dist_mean = lower_mean(TYS[2]), lower_mean(TZ)
assert abs(so_mean + L / rule(L, d)) < 1e-10
assert abs(dist_mean + 2 * d / rule(L, d)) < 1e-10
small_est, large_est = L + 2 * d**2 / L, 2 * d + L**2 / (4 * d)
# Limits tested where they apply; the next terms set the tolerances.
assert abs(pair_gap(doublet(L, 10)) - (L + 2 * 10**2 / L)) < 3 * 10**4 / L**3
assert abs(pair_gap(doublet(20, d)) - (2 * d + 20**2 / (4 * d))) < 20**4 / d**3
d_back = 0.5 * np.sqrt(gap**2 - L**2)
assert abs(d_back - d) < 1e-9


# --- Three dangling orbitals on a triangle: doublet plus one singlet ---
def triangle_gap(offset, L, delta, tilt=1.0, bond=1):
    """offset: singlet energy minus doublet energy; tilt: in-plane spin-orbit
    hopping relative to the normal part; bond: the bond changed by +delta."""
    hop, lam = offset / 3, L / (2 * np.sqrt(3))
    H = np.zeros((6, 6), dtype=complex)
    for j in range(3):
        jump = np.zeros((3, 3))
        jump[(j + 1) % 3, j] = 1
        a = 2 * np.pi * j / 3 + np.pi / 3
        spin = pz + tilt * (np.cos(a) * px + np.sin(a) * py)
        t = hop + (delta if j == bond else -delta / 2)
        part = np.kron(jump, t * one + 1j * lam * spin)
        H += part + part.conj().T
    e = np.linalg.eigvalsh(H)
    e = e[2:] if offset < 0 else e[:4]
    assert abs(e[1] - e[0]) < 1e-6 and abs(e[3] - e[2]) < 1e-6
    return e[2] - e[0]


# Remote singlet: remaining error is coupling^2/offset, about 0.01 meV.
for b in range(3):
    for offset in (-1e6, 1e6):
        assert abs(triangle_gap(offset, L, d, bond=b) - rule(L, d)) < 0.05
        assert abs(triangle_gap(offset, L, 0.0) - L) < 0.05
        assert abs(triangle_gap(offset, 0.0, d, bond=b) - 2 * d) < 0.05
singlets = []
for offset in (-1200.0, 500.0):
    L_seen = triangle_gap(offset, L, 0.0)
    singlets.append((offset, L_seen, triangle_gap(offset, L, d),
                     rule(L_seen, d)))


# --- Relaxation of the distortion by one electron in the lower pair ---
def relaxed(R, d_ext, start):
    def energy(u):
        elastic = ((u[0] - d_ext)**2 + u[1]**2) / (4 * R)
        return elastic + np.linalg.eigvalsh(doublet(L, u[0], u[1]))[0]
    res = minimize(energy, start, method="Nelder-Mead",
                   options=dict(xatol=1e-6, fatol=1e-10, maxiter=2000))
    assert res.success
    return res.x


u_min = relaxed(R, d, [d + 5, 8.0])
u_root = brentq(lambda u: u - d - 4 * R * u / rule(L, u), d, d + 2 * R)
# Minimiser locates a flat minimum to about the root of its energy tolerance.
assert abs(u_min[0] - u_root) < 1e-2 and abs(u_min[1]) < 1e-2
gap_relaxed = pair_gap(doublet(L, *u_min))
R_weak, R_strong = 40.0, 60.0
u_weak = relaxed(R_weak, 0.0, [30.0, 20.0])
u_strong = relaxed(R_strong, 0.0, [30.0, 20.0])
assert 4 * R_weak < L < 4 * R_strong
assert np.linalg.norm(u_weak) < 1e-2
gap_strong = pair_gap(doublet(L, *u_strong))
assert abs(gap_strong - 4 * R_strong) < 1e-2

# --- Zero-point and thermal motion, doublet empty ---
n = np.arange(200)
ladder = np.diag(np.sqrt(n[1:]), 1)
force_q = np.sqrt(2 * R * hw) * (ladder + ladder.T) / np.sqrt(2)
weight = np.exp(-n * hw / kT)
variance = np.sum(weight * np.diag(force_q @ force_q)) / weight.sum()
assert abs(variance / (R * hw / np.tanh(hw / (2 * kT))) - 1) < 1e-10
s = np.sqrt(variance)
nodes, w = np.polynomial.hermite_e.hermegauss(30)
w = w / w.sum()
gaps = np.array([[pair_gap(doublet(L, d + s * a, s * b)) for b in nodes]
                 for a in nodes])
ww = np.outer(w, w)
mean_gap = np.sum(ww * gaps)
width = np.sqrt(np.sum(ww * (gaps - mean_gap)**2))
width_est = 4 * d * s / gap
# The slope estimate omits curvature, which is a few per cent here.
assert abs(width / width_est - 1) < 0.10

# --- Magnetic field, spin part only (g = 2) ---
mu_B = 1e3 * const.physical_constants["Bohr magneton"][0] / const.e
field = 1.0


def zeeman(axis):
    e = np.linalg.eigvalsh(H0 + mu_B * field * SPIN[axis])
    return e[1] - e[0]


z_normal, z_plane = zeeman(2), zeeman(0)
assert abs(z_normal / (2 * mu_B * field) - 1) < 1e-6
assert abs(z_plane / (2 * mu_B * field * 2 * d / gap) - 1) < 1e-3

wavelength_um = 1e6 * const.h * const.c / (gap * 1e-3 * const.e)
print(f"Spin-orbit splitting L = {L:.1f} meV")
print(f"Strain = {100 * strain:.2f} %")
print(f"Distortion energy per unit strain = {coupling_eV:.1f} eV")
print(f"Distortion energy d = {d:.1f} meV")
print(f"Lower pair, from doublet centre = {levels[0]:.2f} meV")
print(f"Upper pair, from doublet centre = {levels[3]:.2f} meV")
print(f"Splitting Delta = {gap:.2f} meV")
print(f"Photon wavelength for Delta = {wavelength_um:.3f} um")
print(f"Lower pair mean of tau_y sigma_z = {so_mean:.3f} (no unit)")
print(f"Lower pair mean of tau_z = {dist_mean:.3f} (no unit)")
print(f"Small-d estimate of Delta = {small_est:.2f} meV")
print(f"Large-d estimate of Delta = {large_est:.2f} meV")
print(f"d recovered from Delta and L = {d_back:.2f} meV")
for dd in (0.0, 25.0, 50.0, 100.0, 150.0):
    print(f"Table: d = {dd:.0f} meV, Delta = {pair_gap(doublet(L, dd)):.2f} meV")
for offset, L_seen, full, predicted in singlets:
    print(f"Singlet offset from doublet = {offset:.0f} meV")
    print(f"  splitting without distortion = {L_seen:.2f} meV")
    print(f"  splitting with distortion = {full:.2f} meV")
    print(f"  rule using undistorted splitting = {predicted:.2f} meV")
    print(f"  failure of the rule = {full - predicted:.2f} meV")
print(f"Relaxation energy R = {R:.1f} meV")
print(f"Distortion energy with one electron = {u_root:.2f} meV")
print(f"Splitting with one electron = {gap_relaxed:.2f} meV")
print(f"Threshold R for spontaneous distortion = {L / 4:.1f} meV")
print(f"Test R above threshold = {R_strong:.1f} meV")
print(f"  its spontaneous splitting = {gap_strong:.2f} meV")
print(f"Vibrational quantum = {hw:.1f} meV")
print(f"Temperature = {T:.0f} K")
print(f"Thermal energy kT = {kT:.2f} meV")
print(f"Rms fluctuation of each distortion component = {s:.2f} meV")
print(f"Mean vertical splitting = {mean_gap:.2f} meV")
print(f"Rms width of vertical splitting = {width:.2f} meV")
print(f"Slope estimate of that width = {width_est:.2f} meV")
print(f"Upper/lower pair occupation ratio = {np.exp(-gap / kT):.2e} (no unit)")
print(f"Magnetic field = {field:.1f} T")
print(f"Spin splitting of lower pair, normal field = {z_normal:.4f} meV")
print(f"Spin splitting of lower pair, in-plane field = {z_plane:.4f} meV")
print("all tests passed")
```

Printed output:

```
Spin-orbit splitting L = 200.0 meV
Strain = 2.50 %
Distortion energy per unit strain = 3.0 eV
Distortion energy d = 75.0 meV
Lower pair, from doublet centre = -125.00 meV
Upper pair, from doublet centre = 125.00 meV
Splitting Delta = 250.00 meV
Photon wavelength for Delta = 4.959 um
Lower pair mean of tau_y sigma_z = -0.800 (no unit)
Lower pair mean of tau_z = -0.600 (no unit)
Small-d estimate of Delta = 256.25 meV
Large-d estimate of Delta = 283.33 meV
d recovered from Delta and L = 75.00 meV
Table: d = 0 meV, Delta = 200.00 meV
Table: d = 25 meV, Delta = 206.16 meV
Table: d = 50 meV, Delta = 223.61 meV
Table: d = 100 meV, Delta = 282.84 meV
Table: d = 150 meV, Delta = 360.56 meV
Singlet offset from doublet = -1200 meV
  splitting without distortion = 190.98 meV
  splitting with distortion = 243.80 meV
  rule using undistorted splitting = 242.85 meV
  failure of the rule = 0.96 meV
Singlet offset from doublet = 500 meV
  splitting without distortion = 216.23 meV
  splitting with distortion = 257.53 meV
  rule using undistorted splitting = 263.16 meV
  failure of the rule = -5.63 meV
Relaxation energy R = 10.0 meV
Distortion energy with one electron = 88.23 meV
Splitting with one electron = 266.72 meV
Threshold R for spontaneous distortion = 50.0 meV
Test R above threshold = 60.0 meV
  its spontaneous splitting = 240.00 meV
Vibrational quantum = 30.0 meV
Temperature = 300 K
Thermal energy kT = 25.85 meV
Rms fluctuation of each distortion component = 23.95 meV
Mean vertical splitting = 257.46 meV
Rms width of vertical splitting = 28.34 meV
Slope estimate of that width = 28.74 meV
Upper/lower pair occupation ratio = 6.31e-05 (no unit)
Magnetic field = 1.0 T
Spin splitting of lower pair, normal field = 0.1158 meV
Spin splitting of lower pair, in-plane field = 0.0695 meV
all tests passed
```
